Connected diagrams and size consistency for separated H2 molecules

A system consists of M closed-shell, neutral fragments A = 1, …, M, whose mutual distances tend to infinity at fixed M. All interactions between them vanish in this limit, so that

H = Σ_A H_A,

with no integral joining orbitals of different fragments. The orbital basis is finite and orthonormal. Hartree atomic units are used. Indices i, j, k, l denote occupied spin orbitals, a, b, c, d virtual ones, and p, q, r, s any. The integrals are

⟨pq|rs⟩ = ∫∫ p*(1) q*(2) r(1) s(2)/r₁₂ d1 d2, ⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩.

The reference |0⟩ is the antisymmetrized product of the fragments' Hartree-Fock determinants. Every virtual level of the whole system lies above every occupied one. The zero-order Hamiltonian is the Møller-Plesset choice H0 = Σ_p ε_p a†_p a_p, with V = H − H0, E0 = Σ_i ε_i and E1 = ⟨0|V|0⟩.

**(a) Show that W = V − E1 is a normal-ordered two-electron operator, and relate the energy orders to Z(T) = ⟨0|exp[−T(H0 − E0 + λW)]|0⟩.**

Start from

H = Σ h_pq a†_p a_q + ¼ Σ ⟨pq||rs⟩ a†_p a†_q a_s a_r,

apart from the constant nuclear repulsion, which is left out throughout the perturbation theory. Order the operators normally with respect to |0⟩, written {…}. One contraction in the two-electron term can be made in four equal ways, which cancels the factor ¼. Hence

H = ⟨0|H|0⟩ + Σ f_pq {a†_p a_q} + ¼ Σ ⟨pq||rs⟩ {a†_p a†_q a_s a_r},
f_pq = h_pq + Σ_i ⟨pi||qi⟩.

Canonical Hartree-Fock orbitals have f_pq = ε_p δ_pq. Since H0 = E0 + Σ ε_p {a†_p a_p}, the one-body parts cancel in H − H0:

V = E1 + W, W = ¼ Σ ⟨pq||rs⟩ {a†_p a†_q a_s a_r}.

Let |m⟩ and Δ_m be the eigenstates and eigenvalues of H0 − E0 + λW. For this finite Hermitian matrix they can be chosen analytic in real λ, and

Z(T) = Σ_m |⟨0|m⟩|² exp(−TΔ_m).

At λ = 0 the state |0⟩ is the nondegenerate ground state, because every excitation costs energy. Its eigenvalue becomes Δ = Σ_{n≥2} λⁿE_n; the first order is absent because ⟨0|W|0⟩ = 0. Every other state contributes, at each order in λ, a polynomial in T times a decaying exponential. Therefore

E_n = −lim_{T→∞} (1/T) [coefficient of λⁿ in ln Z(T)].

**(b) Show that E_n is a sum of connected diagrams.**

With W(τ) = e^{τH0} W e^{−τH0} and time ordering 𝒯,

Z = Σ_n ((−λ)ⁿ/n!) ∫₀ᵀ dτ₁ … ∫₀ᵀ dτ_n ⟨0|𝒯 W(τ₁)…W(τ_n)|0⟩.

Wick's theorem turns the matrix element into a sum over complete contractions. Each vertex W has four line ends, and each contraction is a line joining two different vertices. Line indices are summed independently, even where two lines carry the same spin orbital. Such terms violate the Pauli principle one by one but cancel in the total for Z, and keeping them is what allows unlinked parts to be summed independently. They do not cancel among the connected diagrams alone. For the two-electron molecule of part (e), the connected fourth-order diagrams with four holes and four particles at one time all violate the Pauli principle, and they supply the term −E2t² in E4.

Let C_m be the sum of all connected contractions of m labelled vertices, with the factor (−λ)^m/m! and the time integrals included. Consider a contraction with p_m connected parts of size m. Three facts make it a product of its parts:

- each time integral runs over the whole interval from 0 to T, whatever the other times are;
- W contains an even number of fermion operators, so regrouping vertices gives no sign;
- n labelled vertices can be divided into these parts in n!/∏_m[(m!)^{p_m} p_m!] ways.

The n! cancels the prefactor 1/n!, and the m! go into the C_m. Thus

Z = Σ_{p₁,p₂,…} ∏_m C_m^{p_m}/p_m! = exp(Σ_m C_m),

and ln Z contains connected diagrams only.

The denominators follow from the time integrals. Take one time order; the n! equivalent labellings cancel 1/n!. Between neighbouring vertices k and k+1, a particle line gives exp(−ε_a s_k) and a hole line exp(+ε_i s_k), where s_k is the time interval. With

g_k = Σ_particles ε_a − Σ_holes ε_i,

summed over the lines present, the integrand is exp(−Σ_k g_k s_k). In a connected diagram some lines cross every interval, as many particles as holes, so g_k > 0. The n−1 intervals give ∏ 1/g_k, and the position of the whole diagram gives T to leading order. With the sign of the Wick contraction counted in the product of vertices, its contribution to E_n is

−(−1)ⁿ (product of vertices)/∏ g_k = (product of vertices)/∏ (−g_k).

**(c) Prove that these energies are additive over the fragments.**

Use orbitals belonging to single fragments. A vertex is zero unless all four of its lines carry the same fragment label. A line has the same label at both ends. In a connected diagram any two vertices are joined by a path of lines, so the first label fixes all the others. The denominators contain only the energies of these lines. Hence each connected diagram D obeys

D = Σ_A D_A,

where D_A is the same diagram for fragment A alone. Summing over diagrams gives

E_n = Σ_A E_n(A), n ≥ 2.

A contribution to Z with c separate parts has c independent labels and grows as M^c for identical fragments.

An unequal pair illustrates this: H2 in the 6-31G basis at 1.4 bohr, and LiH in STO-3G at 3.0 bohr. Perturbation theory carried out numerically in the space of all determinants, without diagrams, gives in hartree:

H2: E2 = −0.017390, E3 = −0.005209, E4 = −0.001605
LiH: E2 = −0.012807, E3 = −0.004519, E4 = −0.001698
both: E2 = −0.030197, E3 = −0.009728, E4 = −0.003303

Each entry of the last row is the sum of those above it.

The proof needs a reference that is a product over fragments. It does not cover a closed-shell H2 determinant pulled apart into two atoms, because a doubly occupied bonding orbital is not a product of two one-electron atomic states.

**(d) Derive the second- and third-order formulas.**

Write the ground state as |0⟩ + λ|Ψ1⟩ + λ²|Ψ2⟩ + …, with all corrections orthogonal to |0⟩. The eigenvalue equation gives

(H0 − E0)|Ψ1⟩ = −W|0⟩,
(H0 − E0)|Ψ2⟩ = −W|Ψ1⟩ + E2|0⟩,

with E2 = ⟨0|W|Ψ1⟩ and E3 = ⟨0|W|Ψ2⟩. Since ⟨0|W = −⟨Ψ1|(H0 − E0), the second equation gives E3 = ⟨Ψ1|W|Ψ1⟩. The first is solved by

|Ψ1⟩ = ¼ Σ t_ij^ab a†_a a†_b a_j a_i|0⟩,
t_ij^ab = ⟨ab||ij⟩/(ε_i + ε_j − ε_a − ε_b).

Therefore

E2 = ¼ Σ ⟨ij||ab⟩ t_ij^ab.

For E3, write the double-excitation part of W|Ψ1⟩ as Σ X_ij^ab a†_a a†_b a_j a_i|0⟩. Three parts of W contribute.

- Two particles scatter. The two ways of contracting them turn the factor ¼ in W into ½, so X = ¼ · ½ Σ_cd ⟨ab||cd⟩ t_ij^cd.
- Two holes scatter. In the same way X = ¼ · ½ Σ_kl ⟨kl||ij⟩ t_kl^ab.
- One particle and one hole scatter. Four equal terms of W combine into Σ ⟨kb||cj⟩ {a†_k a†_b a_j a_c}. An even permutation makes this a†_b a_c a_j a†_k, which replaces particle c by b and hole k by j with a plus sign. There are four equivalent choices of the particle and hole in |Ψ1⟩, which cancel its ¼, so X = Σ_kc ⟨kb||cj⟩ t_ik^ac.

The overlap with ⟨Ψ1| has four equal matches, which cancel its own ¼ and leave Σ t*X:

E3 = ⅛ Σ (t_ij^ab)* ⟨ab||cd⟩ t_ij^cd
 + ⅛ Σ (t_ij^ab)* ⟨kl||ij⟩ t_kl^ab
 + Σ (t_ij^ab)* ⟨kb||cj⟩ t_ik^ac.

All these diagrams are connected: a separate part would need at least two vertices, since a normal-ordered vertex cannot close on itself, and three vertices cannot form two such parts.

**(e) Evaluate E2, E3 and E4 for one H2 molecule in a minimal basis.**

There is one bonding orbital 1 and one antibonding orbital 2. Let J₁₁, J₁₂ and J₂₂ be the Coulomb integrals and K₁₂ the exchange integral. Single excitations have the wrong inversion parity, so the reference couples only to the doubly excited determinant |D⟩. Define

D = 2(ε₁ − ε₂), t = K₁₂/D.

Here D as a number is negative. In E2, the four permutations of the spin labels cancel the ¼:

E2 = K₁₂ t = K₁₂²/D.

In E3, each of the first two sums has eight equal terms and gives t²J₂₂ and t²J₁₁; opposite spins have no exchange. The third sum has four particle-hole pairs. Each gives −J₁₂, and the two pairs of equal spin also give +K₁₂. Thus

E3 = t²W_D, W_D = J₁₁ + J₂₂ − 4J₁₂ + 2K₁₂.

For fourth order, (H0 − E0)|Ψ3⟩ = −W|Ψ2⟩ + E2|Ψ1⟩ + E3|0⟩. Projecting onto ⟨Ψ1| and using E4 = ⟨0|W|Ψ3⟩ gives

E4 = ⟨Ψ1|W|Ψ2⟩ − E2⟨Ψ1|Ψ1⟩.

Here |Ψ1⟩ = t|D⟩ and, since H0 − E0 equals −D on |D⟩, |Ψ2⟩ = (tW_D/D)|D⟩. Hence

E4 = t²W_D²/D − E2t² = K₁₂²(W_D² − K₁₂²)/D³.

A Hartree-Fock calculation in STO-3G at 1.4 bohr gives, in hartree,

ε₁ = −0.578203, ε₂ = 0.670268, D = −2.496941,
J₁₁ = 0.674594, J₁₂ = 0.663564, J₂₂ = 0.697495, K₁₂ = 0.181258.

Then

t = 0.181258/(−2.496941) = −0.072592,
W_D = 0.674594 + 0.697495 − 2.654256 + 0.362516 = −0.919651,
E2 = 0.181258 × (−0.072592) = −0.013158 hartree = −0.358 eV,
E3 = 0.00526959 × (−0.919651) = −0.004846 hartree = −0.132 eV,
E4 = −0.001716 hartree.

The three parts of E3 are +0.003676 (particles), +0.003555 (holes) and −0.012077 hartree (particle-hole). The attraction between particles and holes outweighs the two repulsions. This small basis serves to show scaling, not to give an accurate correlation energy.

**(f) Now take N such molecules and spread every orbital over all of them. Show that MP2 and MP3 remain proportional to N.**

The N bonding orbitals are degenerate, and so are the N antibonding ones. Mix each set by a unitary matrix, φ′_r = Σ_A U_Ar φ_A. The Fock matrix stays diagonal and the denominators do not change. Each internal line appears once as a ket orbital at one vertex and once as a bra orbital at another. Its sum contains

Σ_r U_Ar U*_Br = δ_AB,

which restores the sum over local orbitals. Every diagram is therefore unchanged, and by part (c)

E2(N) = N E2(1), E3(N) = N E3(1).

The degeneracy is essential to this argument: only then can the denominators be taken outside the sums over r.

The same scaling can be counted directly in Bloch orbitals,

φ_k = N^(−1/2) Σ_A exp(2πikA/N) φ_A, k = 0, …, N−1.

If v is an integral within one molecule, the corresponding Bloch integral is

⟨k₁k₂|k₃k₄⟩ = (v/N²) Σ_A exp[2πiA(k₃ + k₄ − k₁ − k₂)/N]
 = v/N if k₁ + k₂ = k₃ + k₄ modulo N, and 0 otherwise.

A diagram with n vertices has 4n line ends, hence 2n lines and N^(2n) choices of k. Changing k along a path of lines shifts the momentum mismatch from one vertex to another. In a connected diagram the n mismatches can thus take all N^(n−1) sets of values whose sum is zero, each equally often. The fraction with no mismatch leaves

N^(2n)/N^(n−1) = N^(n+1)

allowed choices. The n vertices supply N^(−n), so the diagram scales as N. With c separate parts there are N^(n+c) choices, and the result scales as N^c.

For MP2 this means N³ opposite-spin terms, each with an integral K₁₂/N. Same-spin terms vanish because the direct and exchange integrals are equal. So

E2(N) = N³(K₁₂/N)²/D = N K₁₂²/D.

For N = 6 there are 216 terms with integrals of 0.030210 hartree:

E2(6) = 216 × 0.030210²/(−2.496941) = −0.07895 hartree.

Summing the third-order formula numerically over all Bloch orbitals gives E3(6) = −0.029077 hartree, which is 6 × (−0.00484619) to the digits given. Each pair correlation becomes weaker as the orbitals spread, but the number of pairs compensates.

**(g) Where do terms proportional to N² occur, and how do they cancel?**

If V is used in place of W, the third-order energy reads

E3 = ⟨Ψ1|V|Ψ1⟩ − E1⟨Ψ1|Ψ1⟩.

In local orbitals |Ψ1⟩ = t Σ_A |D_A⟩, where only molecule A is excited, so ⟨Ψ1|Ψ1⟩ = Nt². Also E1 is N times its one-molecule value, E1(1) = −J₁₁. Hence

⟨Ψ1|V|Ψ1⟩ = N E3(1) − N²J₁₁t²,
−E1⟨Ψ1|Ψ1⟩ = +N²J₁₁t².

For N = 5 the two terms are −0.113102 and +0.088871 hartree, and their sum is −0.024231 = 5 × (−0.00484619) hartree.

This cancellation removes a constant shift. At fourth order it involves simultaneous excitations. Acting on |D_A⟩,

W|D_A⟩ = W_D|D_A⟩ + K₁₂|0⟩ + K₁₂ Σ_{B≠A} |D_A D_B⟩.

The state |D_A D_B⟩ is reached from |D_A⟩ and from |D_B⟩, with total amplitude 2tK₁₂ and denominator 2D. The N(N−1)/2 pairs therefore contribute

[N(N−1)/2] (2tK₁₂)²/(2D) = N(N−1) t²E2(1),

and the complete fourth-order energy is

E4(N) = N t²W_D²/D + N(N−1)t²E2(1) − N²t²E2(1) = N E4(1).

The third of the three terms, −N²t²E2(1), is −E2⟨Ψ1|Ψ1⟩. Leaving out the quadruple excitations would remove the middle term and leave an N² error. For N = 5, ⟨Ψ1|W|Ψ2⟩ = −0.010311 and −E2⟨Ψ1|Ψ1⟩ = +0.001733, with the sum −0.008578 hartree, again five times the value for one molecule.

The logarithm performs the same subtraction. With Z_n the coefficient of λⁿ in Z, and Z₁ = 0,

(ln Z)₄ = Z₄ − Z₂²/2.

Matrix exponentials in the full determinant space at T = 12 atomic time units give

N = 1: 0.030159 − 0.011647 = 0.018512,
N = 2: 0.083612 − 0.046589 = 0.037023.

Z₄ does not double, but its connected part does, to the accuracy shown.

**(h) What remains at finite distance?**

Place two parallel H2 molecules side by side, a distance R apart, and compute the canonical orbitals of the pair in STO-3G. The differences from twice the one-molecule energies are, in hartree:

R = 10 bohr: E2: −1.30×10⁻⁶; E3: −4.07×10⁻⁸
R = 20 bohr: E2: −2.29×10⁻⁸; E3: −2.20×10⁻⁹
R = 40 bohr: E2: −4.26×10⁻¹⁰; E3: −8.35×10⁻¹¹

These are interaction energies, not failures of size consistency, and they shrink towards the additive limit. On each doubling of R the E2 difference falls by factors of 57 and 54. The E3 difference falls by only 18 and 26, less than the 64 expected of a pure R⁻⁶ dispersion law.

A form a/R⁵ + b/R⁶ fitted to the E3 values at 20 and 40 bohr has a ≈ −0.0101 and b ≈ +0.060 in atomic units. With unrounded coefficients it predicts −4.03×10⁻⁸ hartree at 10 bohr, within about 1% of the computed value. A plausible reading, offered as a conjecture, is that correlation changes the quadrupole interaction, which varies as R⁻⁵, and that in this basis this partly cancels a third-order R⁻⁶ term of opposite sign.

These STO-3G differences are not converged in the basis. At 10 bohr the E2 difference is −3.97×10⁻⁶ hartree in cc-pVDZ and −6.62×10⁻⁶ in cc-pVTZ, and the E3 difference is −5.5×10⁻⁷ and −9.9×10⁻⁷. In cc-pVDZ the E3 difference falls by factors of 48 and 43, and the same fit gives a ≈ −0.018 and b ≈ −0.38, both negative. The opposite sign of b is thus a feature of the minimal basis. What carries over to the larger bases is the decay towards the additive limit.

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
